# Diffusion-limited capture by islands on an anisotropic surface

## Problem

During slow molecular beam epitaxy, adatoms land on a flat surface at a uniform rate $F$ per area. They diffuse with diffusivity $D_x$ along the surface rows and $D_y$ across them, with $D_x=100D_y$. Immobile circular islands of radius $R$ and number density $N$ capture every adatom that touches their edge. The islands are sparse, and desorption and new nucleation are ignored.

Take $D_y=2\times10^5\ \mathrm{nm^2/s}$, $R=2\ \mathrm{nm}$, $N=10^{-4}\ \mathrm{nm^{-2}}$, $F=1.25\times10^{-3}\ \mathrm{nm^{-2}s^{-1}}$ and a temperature of 900 K.

1. Find coordinates in which diffusion is isotropic while densities per area keep their values. What diffusivity $D$ appears?
2. What shape does an island take, and which circle captures like it?
3. Find the mean adatom density $\bar n$ for randomly placed islands.
4. Which isotropic diffusivity would give the same $\bar n$ with the same circular islands? When does it approach $D$?

## Hints

1. Shrink $x$ by a factor $\alpha$ and stretch $y$ by the same factor.
2. Far from an absorber in two dimensions, the density grows as the logarithm of distance. The map $W=w+c^2/(4w)$ turns a circle into an ellipse.
3. Represent each island by a point sink, and fix its strength by requiring zero density at its edge.
4. Ask what the rescaling does to the island positions as well as to the island shape.

## Solution

### 1. Rescaling

An island gains atoms slowly compared with the time an adatom survives (checked below), so the density $n$ is quasi-steady:

$$D_x\,\partial_x^2n+D_y\,\partial_y^2n+F=0,\qquad n=0\ \text{on island edges}.$$

Let $X=x/\alpha$ and $Y=\alpha y$. Then $dX\,dY=dx\,dy$, so $F$, $N$ and $n$ are unchanged. By the chain rule,

$$\frac{D_x}{\alpha^2}\,\partial_X^2n+\alpha^2D_y\,\partial_Y^2n+F=0 .$$

The coefficients are equal if $\alpha^4=D_x/D_y=100$, that is, $\alpha=\sqrt{10}=3.162$. Their common value is

$$D=\frac{D_x}{\alpha^2}=\sqrt{D_xD_y}=10D_y=2\times10^6\ \mathrm{nm^2/s}=2\times10^{-8}\ \mathrm{cm^2/s}.$$

Enlarging both new coordinates by a factor $s$ would multiply $D$ by $s^2$ and divide $N$ by $s^2$. The product $DN$, which will control capture, would not change. Preserving area lets us compare diffusivities at the true island density.

### 2. The equivalent circle

The edge $x^2+y^2=R^2$ becomes $\alpha^2X^2+Y^2/\alpha^2=R^2$. This is an ellipse with semi-axes

$$a=R/\alpha=0.632\ \mathrm{nm}\ \text{along }X,\qquad b=\alpha R=6.32\ \mathrm{nm}\ \text{along }Y.$$

Write $W=Y+iX$ and $W=w+c^2/(4w)$, with $c^2=b^2-a^2$. On the circle $w=re^{i\varphi}$ with $r=(a+b)/2$, we have $c^2/(4r)=(b-a)/2$. Hence

$$W=\frac{a+b}{2}e^{i\varphi}+\frac{b-a}{2}e^{-i\varphi}=b\cos\varphi+ia\sin\varphi ,$$

which is the ellipse. Two different $w$ give the same $W$ only if their product is $c^2/4$. This cannot happen outside the circle, because $r>c/2$. The map is therefore one-to-one and analytic there, and $\ln(|w|/r)$ is a harmonic function of $(X,Y)$ that vanishes on the ellipse. Far away $w\approx W$, so with $\rho=|W|$ it becomes $\ln(\rho/r)$, as for a circle of radius

$$r=\frac R2\left(\sqrt{10}+\frac1{\sqrt{10}}\right)=1.739R=3.479\ \mathrm{nm}.$$

If an island captures $q$ adatoms per second, the inward flux through a surrounding circle is $2\pi\rho D\,\partial_\rho n=q$. Near the island, but outside its immediate surroundings,

$$n\approx\frac{q}{2\pi D}\ln\frac{\rho}{r}.$$

Using this form between islands requires $b$ to be much smaller than their rescaled separation.

### 3. Many islands

Take a periodic box of area $A$ with $M=NA$ islands at rescaled positions $\mathbf X_i$. Let $G$ be the periodic function of zero mean that satisfies $-\nabla^2G=\delta-1/A$. The density is

$$n(\mathbf X)=\bar n-\frac1D\sum_jq_jG(\mathbf X-\mathbf X_j),\qquad \sum_jq_j=FA.$$

Away from the sinks, $D\nabla^2n=-\sum_jq_j/A=-F$, as required. Here the island area is neglected; the coverage is $\pi R^2N=1.3\times10^{-3}$.

Close to its source, $G\approx-(1/2\pi)\ln(\rho/\ell)$, where the length $\ell$ depends on the box. Matching to the logarithm of part 2 at island $i$ gives

$$\sum_jG_{ij}q_j=D\bar n,\qquad G_{ii}=\frac1{2\pi}\ln\frac{\ell}{r},\qquad G_{ij}=G(\mathbf X_i-\mathbf X_j)\ (i\ne j).$$

Set $q_j=D\bar n\,p_j$, so that $\sum_jG_{ij}p_j=1$. Summing the capture rates gives $FA=D\bar n\sum_jp_j$, or

$$\boxed{\bar n=\frac{F\Lambda}{2\pi DN}},\qquad \Lambda=\frac{2\pi M}{\sum_jp_j}.$$

To expose the logarithm, let $\lambda=\ln[1/(r\sqrt N)]$ and write $G_{ij}=(\lambda/2\pi)\delta_{ij}+B_{ij}$, where $B$ does not contain $r$. For large $\lambda$,

$$p_i=\frac{2\pi}{\lambda}\left(1-\frac{2\pi}{\lambda}\sum_jB_{ij}+\dots\right),\qquad
\Lambda=\lambda+\frac{2\pi}{M}\sum_{ij}B_{ij}+O(1/\lambda).$$

For a fixed arrangement in a fixed box, the leading term is thus a logarithm divided by $D=10D_y$. Shape enters through $r$, and arrangement through $B$.

Independent, uniformly distributed positions remain so under an area-preserving linear map. Random islands therefore pose an isotropic problem with the same $N$ and with $r$ in place of $R$, provided the box is large enough for its own shape not to matter. Solving the sink equations for 20 sets of 500 random islands, with the rare pairs closer than two capture radii treated as two radii apart, gives $\Lambda=3.33\pm0.02$ for the anisotropic surface and $3.30\pm0.02$ for isotropic diffusion with radius $r$ (standard errors). The two agree to about 1%. The sampling error of $\Lambda$ carries over to $\bar n$, whose last digit below is uncertain by about 2. Then

$$\bar n=\frac{(1.25\times10^{-3})(3.326)}{2\pi(2\times10^6)(10^{-4})}=3.31\times10^{-6}\ \mathrm{nm^{-2}}=3.31\times10^{8}\ \mathrm{cm^{-2}}.$$

The mean capture time is $\bar n/F=2.6\ \mathrm{ms}$. On average $\bar n/N=0.033$ adatoms are present per island, against about 79 atoms in a one-layer island with $0.16\ \mathrm{nm^2}$ per atom. An island therefore hardly changes during one capture time, which justifies the quasi-steady equation.

### 4. The equivalent isotropic diffusivity

Keep $F$ and the real circular islands at their real positions, and let $\Lambda_{\rm iso}$ be the value for isotropic diffusion. Equal $\bar n$ requires $\Lambda_{\rm iso}/D_{\rm eq}=\Lambda/D$. For the random sets $\Lambda_{\rm iso}=3.917$, so

$$D_{\rm eq}=10D_y\,\frac{3.917}{3.326}=11.8D_y .$$

The sampling error of this ratio is about $0.1D_y$. The excess over $10D_y$ arises because the rescaled island is a larger target, $r>R$. The drop from $\Lambda_{\rm iso}$ to the isotropic value with radius $r$ is $3.917-3.296=0.62$, somewhat more than $\ln(r/R)=0.55$. The sink equations explain the sign. Differentiating $\sum_{ij}(G^{-1})_{ij}=\sum_jp_j$ with respect to $\lambda$ gives $-\sum_jp_j^2/2\pi$, and hence

$$\frac{d\Lambda}{d\lambda}=\frac{M\sum_jp_j^2}{\left(\sum_jp_j\right)^2}\ge1 ,$$

with equality when all islands capture equally. Random islands do not.

Since $\Lambda$ and $\Lambda_{\rm iso}$ share the same leading logarithm, $D_{\rm eq}\to10D_y$ as $R\sqrt N\to0$ for a fixed arrangement. The approach is slow. For random islands the relative correction is of order $\ln(r/R)/\ln[1/(R\sqrt N)]$, exceeding this estimate by about 30% at $R\sqrt N=0.02$ and by about 10% at $10^{-3}$. The ratio $D_{\rm eq}/D_y$ is about 10.9, 10.4 and 10.2 for $R\sqrt N=10^{-3}$, $10^{-6}$ and $10^{-12}$.

The value of $D$ can also be tested without the rescaling. In a cell that becomes square in $(X,Y)$, the mean capture time $\tau=A\Lambda/(2\pi D)$ should fall by $A\ln2/(2\pi D)$ when $R$ doubles, whatever the shape and arrangement constants. A finite-difference solution in the original coordinates, for $R=2$ and 4 nm, gives $D=10.3D_y$. The 3% excess is compatible with the neglected finite island size: for the larger island $(b/\sqrt A)^2=0.016$, to be compared with $\ln2=0.69$. The arithmetic mean of $D_x$ and $D_y$ would be $50.5D_y$.

### Relation to real growth

The parameters are round numbers for a model of a row-reconstructed surface, not data for a particular material. The flux, $2\times10^{-4}$ monolayers per second, is far below common growth rates.

- **Nucleation.** Adatoms meet in pairs at a rate of roughly $\tfrac12\bar n^2\,2\pi(2D)/\Lambda$ per area. This is only an estimate, because $\Lambda$ is the islands' value and a single adatom is a smaller target. If every pair stuck, this would consume a fraction $4\pi D\bar n^2/(\Lambda F)=0.066$ of the flux. While 79 atoms arrive per island, that means about $0.066\times79/2\approx2.6$ new pairs per island. A constant $N$ therefore requires most pairs to break up again. At fixed $N$ the fraction grows in proportion to $F$, so the model fails at ordinary fluxes unless $N$ is larger or pairs are short-lived.
- **Island shape.** Real islands on such surfaces are often elongated. For semi-axes $p$ along $x$ and $s$ along $y$, part 2 gives $r=(p/\alpha+\alpha s)/2$. An island of unchanged area with $p=R/\sqrt{10}$ and $s=\sqrt{10}R$ has $r=5.05R$, which raises the shape logarithm from 0.55 to 1.62. Its rescaled semi-axis of 20 nm is no longer very small against the 100 nm spacing, and in a cell that is square after rescaling the actual drop of $\Lambda$ is about 1.56.
- **Attachment and hopping.** In the cell that is square after rescaling, the continuum solution gives $\Lambda=2.053$. Discrete 0.4 nm hops give values from about 2.04 to 2.19, depending on where the island's centre lies relative to the lattice sites. For an island centred on a site, an extra 0.1 eV barrier for hops onto it raises $\Lambda$ by about 0.1.
- **Desorption.** With a 3 eV barrier and an attempt rate of $10^{13}\ \mathrm{s^{-1}}$, desorption takes about $6\times10^3$ s, much longer than capture.
- **Detachment.** Setting $n=0$ at the edges assumes that islands release very few adatoms. If moving an atom from an island edge onto the terrace costs an energy $E_a$, the equilibrium adatom density is about $e^{-E_a/k_BT}$ per $0.16\ \mathrm{nm^2}$. At 900 K this is below $\bar n$ only for $E_a$ above about 1.1 eV, and it must be far below $\bar n$ for the model to hold. Where the cost is smaller, adatoms also leave the islands. If all edges hold the same equilibrium density, the steady $\bar n$ rises by that density, and the boxed formula gives only the excess over it. The islands still take up the whole deposited flux once this higher density is established.

## Variation 1: a square array on the real surface

*The islands form a square lattice of spacing $L=100$ nm aligned with $x$ and $y$. Find $D_{\rm eq}$.*

The rescaled cell is a rectangle with $L_1=L/\sqrt{10}=31.6$ nm along $X$, $L_2=\sqrt{10}L=316$ nm along $Y$, and $t=L_2/L_1=10$. With one island per cell, $\Lambda=2\pi G_{ii}$. Write $G=(1/A)\sum_{\mathbf k\ne0}e^{i\mathbf k\cdot\mathbf X}/k^2$ and approach the island along $X=0$.

The terms with $k_X=0$ tend to

$$\frac{2}{L_1L_2}\sum_{m\ge1}\frac{L_2^2}{4\pi^2m^2}=\frac{t}{12}.$$

For $k_X=\pm\kappa_m$, with $\kappa_m=2\pi m/L_1$, the sum over $k_Y$, including the prefactor $1/A$, equals $g(Y)/L_1$, where $g$ is the solution of $-g''+\kappa_m^2g=\delta(Y)$ with period $L_2$. This $g$ is a sum of decaying exponentials $e^{-\kappa_m|Y+jL_2|}/(2\kappa_m)$ over all integers $j$. Both signs of $k_X$ together contribute

$$\sum_{m\ge1}\frac{1}{2\pi m}\left[e^{-2\pi m|Y|/L_1}+2\sum_{j\ge1}e^{-2\pi mjt}\right]$$

as $Y\to0$. Using $\sum_m z^m/m=-\ln(1-z)$, the first part becomes $-(1/2\pi)\ln(2\pi|Y|/L_1)$. Replacing $|Y|$ by $r$, as the matching requires, gives

$$\Lambda=\ln\frac{L_1}{2\pi r}+\frac{\pi t}{6}-2\sum_{j\ge1}\ln\left(1-e^{-2\pi jt}\right).$$

For $t=10$ the last sum is negligible, and $\Lambda=0.369+5.236=5.605$. Finite differences in the original coordinates give 5.552, which is 1% lower. Isotropic diffusion has $t=1$ and radius $R$, so $\Lambda_{\rm iso}=2.074+0.524+0.004=2.602$. Therefore

$$D_{\rm eq}=10D_y\,\frac{2.602}{5.605}=4.6D_y.$$

Arrangement now outweighs shape and acts in the opposite direction. The term $\pi t/6$ contributes $L_2^2/(12D)=L^2/(12D_y)=4.2$ ms to the capture time. This is the mean time for slow diffusion along $y$ to the nearest line of islands; fast motion along $x$ does not shorten it. The limit $10D_y$ survives but is remote: $D_{\rm eq}/D_y$ is 6.5, 8.1 and 9.0 for $L/R=10^3$, $10^6$ and $10^{12}$. For such an array, shape corrections alone do not describe the departure from $10D_y$.

## Variation 2: a cooler surface

*The anisotropy comes from a difference $\Delta E$ between the two hopping barriers, with equal prefactors. What is $D/D_y$ at 850 K?*

From $D_x/D_y=e^{\Delta E/k_BT}$, the ratio 100 at 900 K means $\Delta E=k_BT\ln100=0.357$ eV. At 850 K the ratio is $100^{900/850}=131.1$, and

$$\frac{D}{D_y}=\sqrt{131.1}=11.45 .$$

Here $D_y$ is also taken at 850 K, where it is smaller than at 900 K. The factor 10 thus belongs to one temperature, while $D=\sqrt{D_xD_y}$ holds at each. The numerical output below lists the values used here.

## Numbers as computed

```
Input Dx = 2.00e+07 nm^2/s, Dy = 2.00e+05 nm^2/s
Input island radius R = 2.0 nm, density N = 1.0e-04 nm^-2
Input hop length = 0.4 nm, temperature = 900 K
Input flux = 2.0e-04 ML/s, F = 1.250e-03 nm^-2 s^-1
Island spacing 1/sqrt(N) = 100.0 nm
D = sqrt(Dx Dy) = 2.000e+06 nm^2/s = 2.000e-08 cm^2/s
D/Dy = 10.000; arithmetic mean/Dy = 50.5
Coordinate factor (Dx/Dy)^(1/4) = 3.1623
Ellipse semi-axes = 0.6325 nm and 6.3246 nm
Log radius r: formula 3.47851 nm, numerical 3.47851 nm
r/R = 1.7393, ln(r/R) = 0.5535
D/Dy from slope of capture time with ln R = 10.298
Lam, formula and finite differences:
  cell square after rescaling: 2.0480, 2.0534
  cell square on the surface:  5.6054, 5.5521
  isotropic D, square cell:    2.6015, 2.6028
Random islands: 20 sets of 500; Lam and std error:
  anisotropic:             3.326 +- 0.017
  isotropic D, radius r:   3.296 +- 0.018
  isotropic D, radius R:   3.917 +- 0.019
Equivalent isotropic diffusivity, same circular islands:
  random islands:          11.78 Dy
  square array on surface: 4.64 Dy
Square array on surface, D_equiv/Dy and shape-only D_equiv/Dy:
  spacing/R = 5e+01: 4.64, 12.70
  spacing/R = 1e+03: 6.51, 11.10
  spacing/R = 1e+06: 8.06, 10.46
  spacing/R = 1e+12: 8.98, 10.21
Mean adatom density, random islands = 3.309e-06 nm^-2 = 3.309e+08 cm^-2
Mean capture time = 2.647e-03 s
Neglected effects:
  Lam with discrete hops = 2.0374 (continuum 2.0534)
  Lam with hops and 0.1 eV edge barrier = 2.1362
  adatom fraction lost if all pairs stick = 0.066
  desorption time for 3.0 eV, 1e+13 s^-1 = 6.30e+03 s
  island coverage = 1.26e-03
  adatoms present per island = 0.0331
  atoms in one island = 78.5
  barrier difference for Dx/Dy = 100: 0.357 eV
  at 850 K: Dx/Dy = 131.1, D/Dy = 11.45
```
